# Splitting of Degenerate Square-Membrane Modes by Unequal Tension: test program

```python
"""Splitting of the (1,2) and (2,1) modes of a square membrane whose tension
is larger by the fraction delta along x.
Result under test: f21/f12 - 1 = sqrt((5+4 delta)/(5+delta)) - 1,
which is close to 0.3 delta, hence 0.30 percent for delta = 0.01.
Mode (m,n): m half-waves along x, n along y; edges fixed.
Scaled units in the tests: side = tension along y = mass per area = 1.
D: bending rigidity; lam = sqrt(D/(tension*side^2)).
The Ritz tests use polynomials and the energies only, no sine functions.
"""
import numpy as np
import sympy as sp
from numpy.polynomial import legendre as leg
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy import constants as const


def line_matrices(indices, length=1.0, clamped=False):
    """Integrals over one side of products of polynomial trial functions."""
    top = max(indices) + 5
    coeff = np.zeros((top, len(indices)))
    for col, k in enumerate(indices):
        coeff[k, col] = 1.0
        if clamped:      # value and slope vanish at both ends
            coeff[k + 2, col] = -2 * (2 * k + 5) / (2 * k + 7)
            coeff[k + 4, col] = (2 * k + 3) / (2 * k + 7)
        else:            # value vanishes at both ends
            coeff[k + 2, col] = -1.0
    nodes, weights = leg.leggauss(top + 2)
    weights = weights * length / 2
    value = leg.legval(nodes, coeff)
    slope = leg.legval(nodes, leg.legder(coeff, 1)) * (2 / length)
    curve = leg.legval(nodes, leg.legder(coeff, 2)) * (2 / length)**2
    mass = (value * weights) @ value.T
    stretch = (slope * weights) @ slope.T
    bend = (curve * weights) @ curve.T
    mixed = (slope * weights) @ value.T
    return mass, stretch, bend, mixed


def ritz(tx, ty, idx_x, idx_y, txy=0.0, length_x=1.0, rigidity=0.0, states=1):
    """Lowest angular frequencies from the energies, ascending."""
    clamped = rigidity > 0
    mx, sx, bx, gx = line_matrices(idx_x, length_x, clamped)
    my, sy, by, gy = line_matrices(idx_y, 1.0, clamped)
    stiff = tx * np.kron(sx, my) + ty * np.kron(mx, sy)
    if txy:
        stiff += txy * (np.kron(gx, gy.T) + np.kron(gx.T, gy))
    if clamped:
        stiff += rigidity * (np.kron(bx, my) + np.kron(mx, by)
                             + 2 * np.kron(sx, sy))
    inertia = np.kron(mx, my)
    size = len(stiff)
    # largest eigenvalues of the inverse problem: accurate low frequencies
    inverse = eigh(inertia, stiff, eigvals_only=True,
                   subset_by_index=[size - states, size - 1])
    return 1 / np.sqrt(inverse[::-1])


def frequency(m, n, stress_x, stress_y, density, side):
    return np.sqrt((stress_x * m**2 + stress_y * n**2) / density) / (2 * side)


def turned_split(delta, angle):
    """Relative split, first order in delta, tension axis turned by angle."""
    diagonal = 3 * np.pi**2 * np.cos(2 * angle)
    coupling = 128 / 9 * np.sin(2 * angle)
    return delta * np.hypot(diagonal, coupling) / (10 * np.pi**2)


even, odd = list(range(0, 24, 2)), list(range(1, 24, 2))

# Frequencies and order of the two modes, small and large anisotropy
for tension_x in (1.0, 1.01, 1.7):
    w12 = ritz(tension_x, 1.0, even, odd)[0]
    w21 = ritz(tension_x, 1.0, odd, even)[0]
    f12_formula = frequency(1, 2, tension_x, 1.0, 1.0, 1.0)
    f21_formula = frequency(2, 1, tension_x, 1.0, 1.0, 1.0)
    assert abs(w12 / (2 * np.pi) / f12_formula - 1) < 1e-9
    assert abs(w21 / (2 * np.pi) / f21_formula - 1) < 1e-9
    if tension_x == 1.01:
        ritz_split = w21 / w12 - 1
assert round(100 * ritz_split, 2) == 0.30

# Small-anisotropy expansion
d = sp.symbols('d', positive=True)
series = sp.series(sp.sqrt((5 + 4 * d) / (5 + d)) - 1, d, 0, 3).removeO()
assert sp.simplify(series - (3 * d / 10 - 21 * d**2 / 200)) == 0

# Share of elastic energy in x-slopes, from the Ritz frequency response:
# d ln(omega^2) / d ln(tension_x)
step = 1e-3
shares = []
for ix, iy in ((even, odd), (odd, even)):
    up = ritz(1 + step, 1.0, ix, iy)[0]
    down = ritz(1 - step, 1.0, ix, iy)[0]
    shares.append(np.log(up**2 / down**2) / (2 * step))
assert abs(shares[0] - 1 / 5) < 1e-5 and abs(shares[1] - 4 / 5) < 1e-5

# Tension axes turned against the sides
small = 1e-3
for degrees in (0, 20, 45):
    angle = np.radians(degrees)
    w = ritz(1 + small * np.cos(angle)**2, 1 + small * np.sin(angle)**2,
             list(range(14)), list(range(14)),
             txy=small * np.sin(angle) * np.cos(angle), states=3)
    assert abs((w[2] / w[1] - 1) / turned_split(small, angle) - 1) < 5e-3

# Unequal sides: cancellation of the split, and the small-error law
long_side = np.sqrt(1.01)
wa = ritz(1.01, 1.0, even, odd, length_x=long_side)[0]
wb = ritz(1.01, 1.0, odd, even, length_x=long_side)[0]
assert abs(wb / wa - 1) < 1e-9
wa = ritz(1.0, 1.0, even, odd, length_x=1.001)[0]
wb = ritz(1.0, 1.0, odd, even, length_x=1.001)[0]
assert abs((wb / wa - 1) / (-0.6 * 0.001) - 1) < 5e-3

# Clamped edges with bending: first-order laws by extrapolation to lam = 0
even_c, odd_c = list(range(0, 60, 2)), list(range(1, 60, 2))
f12_unit = frequency(1, 2, 1.01, 1.0, 1.0, 1.0)
f21_unit = frequency(2, 1, 1.01, 1.0, 1.0, 1.0)
shift_ratio, split_ratio = [], []
for lam in (0.004, 0.002):
    w12 = ritz(1.01, 1.0, even_c, odd_c, rigidity=lam**2)[0]
    w21 = ritz(1.01, 1.0, odd_c, even_c, rigidity=lam**2)[0]
    shift_ratio.append((w12 / (2 * np.pi * f12_unit) - 1) / (2 * lam))
    relative = (w21 / w12 - 1) / (f21_unit / f12_unit - 1)
    split_ratio.append((1 - relative) / (2 * lam))
shift_limit = 2 * shift_ratio[1] - shift_ratio[0]
split_limit = 2 * split_ratio[1] - split_ratio[0]
# tolerances cover the remaining higher powers of lam and of delta
assert abs(shift_limit - 1) < 0.02, shift_limit
assert abs(split_limit - 1) < 0.05, split_limit

# Free-molecular drag on both faces; pressure and thermal speed set to 1
def maxwell(u):
    return np.exp(-u * u / 2) / np.sqrt(2 * np.pi)


v = 1e-3
front = quad(lambda u: 2 * (u + v)**2 * maxwell(u), -v, 12, epsabs=1e-13)[0]
back = quad(lambda u: 2 * (u - v)**2 * maxwell(u), v, 12, epsabs=1e-13)[0]
drag_number = 4 * np.sqrt(2 / np.pi)
assert abs((front - back) / v / drag_number - 1) < 1e-5

# Worked example: silicon nitride membrane, rough typical values (SI inside)
side, thickness, density = 1e-3, 100e-9, 3100.0
stress_y, delta = 1.0e9, 0.01
stress_x = stress_y * (1 + delta)
young, poisson = 250e9, 0.23
quality, temperature, pressure_torr = 1e6, 300.0, 1e-5
amplitude, side_error, expansion_mismatch = 10e-9, 1e-6, 1e-6
molar_mass_air = 0.029

f0 = frequency(1, 2, stress_y, stress_y, density, side)
f12 = frequency(1, 2, stress_x, stress_y, density, side)
f21 = frequency(2, 1, stress_x, stress_y, density, side)
split = f21 - f12
relative_split = split / f12
assert abs(relative_split - ritz_split) < 1e-9

rigidity = young * thickness**3 / (12 * (1 - poisson**2))
lam_film = np.sqrt(rigidity / (stress_y * thickness * side**2))

pressure = pressure_torr * const.torr
thermal_speed = np.sqrt(const.R * temperature / molar_mass_air)
drag = drag_number * pressure / thermal_speed
gas_quality = 2 * np.pi * f12 * density * thickness / drag
air_density = const.atm * molar_mass_air / (const.R * temperature)
air_mass_ratio = air_density * side / (density * thickness)

# Mean stretching strain of mode (1,2) at full deflection
strain = 5 * np.pi**2 * amplitude**2 / (8 * side**2)
grid = (np.arange(200) + 0.5) / 200
X, Y = np.meshgrid(grid, grid, indexing='ij')
wx = np.pi * np.cos(np.pi * X) * np.sin(2 * np.pi * Y)
wy = 2 * np.pi * np.sin(np.pi * X) * np.cos(2 * np.pi * Y)
mean_strain = np.mean(wx**2 + wy**2) / 2 * (amplitude / side)**2
assert abs(mean_strain / strain - 1) < 1e-10
stretch_shift = 0.5 * young / (1 - poisson) * strain / stress_y

# One kelvin of warming adds the same stress along x and y
added = young / (1 - poisson) * expansion_mismatch
f12_warm = frequency(1, 2, stress_x + added, stress_y + added, density, side)
f21_warm = frequency(2, 1, stress_x + added, stress_y + added, density, side)
common_drift = f12_warm - f12
split_drift = (f21_warm - f12_warm) - split
assert abs(common_drift / f12 / (0.5 * added / stress_y) - 1) < 0.02
assert abs(split_drift / split / (-0.5 * added / stress_y) - 1) < 0.02

# A longer x side by side_error, all else equal
f12_long = np.sqrt((stress_x / (side + side_error)**2
                    + 4 * stress_y / side**2) / density) / 2
f21_long = np.sqrt((4 * stress_x / (side + side_error)**2
                    + stress_y / side**2) / density) / 2
side_change = (f21_long - f12_long) - split
cancel_length = side * (np.sqrt(1 + delta) - 1)

print(f"side: {side*1e3:.1f} mm")
print(f"thickness: {thickness*1e9:.0f} nm")
print(f"density: {density:.0f} kg/m3")
print(f"stress along y: {stress_y/1e6:.0f} MPa")
print(f"stress along x: {stress_x/1e6:.0f} MPa")
print(f"Young modulus: {young/1e9:.0f} GPa")
print(f"Poisson ratio: {poisson:.2f}")
print(f"wave speed along y: {np.sqrt(stress_y/density):.1f} m/s")
print(f"degenerate frequency at equal stress: {f0/1e3:.3f} kHz")
print(f"f12: {f12/1e3:.3f} kHz")
print(f"f21: {f21/1e3:.3f} kHz")
print(f"split f21-f12: {split/1e3:.3f} kHz")
print(f"relative split, closed formula: {100*relative_split:.4f} percent")
print(f"relative split, polynomial Ritz: {100*ritz_split:.4f} percent")
print(f"relative split, first order: {100*0.3*delta:.4f} percent")
print(f"x-slope energy share of (1,2), Ritz: {shares[0]:.4f}")
print(f"x-slope energy share of (2,1), Ritz: {shares[1]:.4f}")
for degrees in (5, 45):
    turned = turned_split(delta, np.radians(degrees))
    print(f"first-order split, axes turned {degrees} deg: "
          f"{100*turned:.4f} percent")
print(f"assumed quality factor: {quality:.1e}")
print(f"linewidth f12/Q: {f12/quality:.2f} Hz")
print(f"temperature: {temperature:.0f} K")
print(f"gas pressure: {pressure_torr:.1e} Torr")
print(f"gas-limited quality factor: {gas_quality:.2e}")
print(f"air layer one side thick at 760 Torr / film mass: "
      f"{air_mass_ratio:.2f}")
print(f"bending rigidity D: {rigidity:.3e} N m")
print(f"bending parameter lam: {lam_film:.3e}")
print(f"bending shift of both modes: {2*lam_film*f12:.0f} Hz")
print(f"bending change of relative split: {-200*lam_film:.3f} "
      "percent of the split")
print(f"Ritz shift / (2 lam), extrapolated: {shift_limit:.4f}")
print(f"Ritz split loss / (2 lam), extrapolated: {split_limit:.4f}")
print(f"side error: {side_error*1e6:.1f} um")
print(f"split change from longer x side: {side_change:.0f} Hz")
print(f"x side excess that cancels the split: {cancel_length*1e6:.2f} um")
print(f"vibration amplitude: {amplitude*1e9:.0f} nm")
print(f"mean stretching strain: {strain:.2e}")
print(f"stretching frequency scale: {stretch_shift*f12:.3f} Hz")
print(f"expansion mismatch: {expansion_mismatch:.1e} 1/K")
print(f"added stress per kelvin: {added/1e6:.3f} MPa/K")
print(f"common thermal drift: {common_drift:.1f} Hz/K")
print(f"thermal drift of the split: {split_drift:.3f} Hz/K")
print("done: every assertion held")
```

Printed output:

```
side: 1.0 mm
thickness: 100 nm
density: 3100 kg/m3
stress along y: 1000 MPa
stress along x: 1010 MPa
Young modulus: 250 GPa
Poisson ratio: 0.23
wave speed along y: 568.0 m/s
degenerate frequency at equal stress: 635.001 kHz
f12: 635.635 kHz
f21: 637.536 kHz
split f21-f12: 1.900 kHz
relative split, closed formula: 0.2990 percent
relative split, polynomial Ritz: 0.2990 percent
relative split, first order: 0.3000 percent
x-slope energy share of (1,2), Ritz: 0.2000
x-slope energy share of (2,1), Ritz: 0.8000
first-order split, axes turned 5 deg: 0.2965 percent
first-order split, axes turned 45 deg: 0.1441 percent
assumed quality factor: 1.0e+06
linewidth f12/Q: 0.64 Hz
temperature: 300 K
gas pressure: 1.0e-05 Torr
gas-limited quality factor: 8.53e+07
air layer one side thick at 760 Torr / film mass: 3.80
bending rigidity D: 2.200e-11 N m
bending parameter lam: 4.690e-04
bending shift of both modes: 596 Hz
bending change of relative split: -0.094 percent of the split
Ritz shift / (2 lam), extrapolated: 0.9987
Ritz split loss / (2 lam), extrapolated: 0.9989
side error: 1.0 um
split change from longer x side: -383 Hz
x side excess that cancels the split: 4.99 um
vibration amplitude: 10 nm
mean stretching strain: 6.17e-10
stretching frequency scale: 0.064 Hz
expansion mismatch: 1.0e-06 1/K
added stress per kelvin: 0.325 MPa/K
common thermal drift: 103.0 Hz/K
thermal drift of the split: -0.307 Hz/K
done: every assertion held
```
